\section*{Why the LO–TO Splitting of Monolayer Boron Nitride Vanishes Linearly}

\section{Two splittings made by the same ions}

Take a sheet of boron and nitrogen ions with parameters close to those of monolayer hexagonal BN. At wavevector $q=0.01\ \mathrm{nm^{-1}}$ its longitudinal optical (LO) phonon lies $0.24$ meV above the transverse one (TO). At $q=0.03\ \mathrm{nm^{-1}}$ the gap is $0.72$ meV, three times as much. A cubic crystal of the same two ions, with parameters close to those of cubic BN, has a gap of $29.5$ meV at both wavevectors when retardation is left out. The ions are polar in both cases and their charges are similar. The difference must come from what the charge does once it has been displaced.

These notes separate the short-range forces, the bound charge, the geometry of its field, the electronic screening and the surroundings, and weigh each one.

\section{Short-range forces do not split the modes at $q=0$}

Gaussian units are used, with $e>0$. Let $u$ be the relative in-plane displacement of the two ions in a cell, $\mu$ their reduced mass, $Ze$ the Born charge, $A$ the cell area and $P$ the dipole moment per unit area. The crystal is a harmonic insulator without free carriers. To leading order in $q$,
\begin{align}
\mu\ddot u&=-\mu\omega_T^2u+ZeE, \label{eq:motion}\\
P&=\frac{Ze}{A}u+\alpha E, \label{eq:pol}
\end{align}
where $E$ is the macroscopic field in the sheet and $\alpha$ is the electronic polarizability per unit area, which has the dimension of a length.

The spring term contains every force that remains when $E=0$. At $q=0$ it is a symmetric $2\times2$ tensor acting on $u$. A threefold axis allows such a tensor to be only a multiple of the unit tensor, so both polarizations have the same $\omega_T$. Cubic symmetry does the same in three dimensions. Short-range corrections are analytic in $q$. A linear correction would have to be imaginary and antisymmetric, because the force-constant matrix is Hermitian and the forces in real space are real. In the sheet it would also single out an in-plane direction, which the threefold axis forbids. These corrections therefore start at $q^2$, and a linear splitting must come from $E$.

\section{The bound charge}

Let every quantity vary as $e^{i(qx-\omega t)}$. The bound charge per unit area is
\begin{equation}
\sigma=-\nabla\cdot\mathbf P=-iqP_x .
\end{equation}
A transverse wave has $P_x=0$, hence no charge, and without retardation no field. Its frequency is $\omega_T$. A longitudinal wave has $|\sigma|=qP$.

In a crystal with dipole density $P_3$ per unit volume the charge density is likewise $\rho=-iqP_3$. The charge weakens as $q$ in both cases, so this factor alone cannot explain the difference.

\section{The geometry of the field}

\subsection{Sheet}

Off the sheet the potential obeys Laplace's equation, so $\partial_z^2\phi=q^2\phi$, and the solution that decays on both sides is
\begin{equation}
\phi=\phi_0\,e^{iqx-q|z|}.
\end{equation}
The normal field jumps by $4\pi\sigma$ across the sheet. It equals $+q\phi_0$ just above and $-q\phi_0$ just below, so
\begin{equation}
2q\phi_0=4\pi\sigma,\qquad \phi_0=\frac{2\pi\sigma}{q}.
\end{equation}
The in-plane field follows:
\begin{equation}
E_L=-iq\phi_0=-2\pi i\sigma=-2\pi i(-iqP)=-2\pi qP. \label{eq:EL2}
\end{equation}

\subsection{Crystal}

Here the charge fills space and Poisson's equation reads $q^2\phi=4\pi\rho$. Thus
\begin{equation}
E_L=-iq\,\frac{4\pi\rho}{q^2}=-\frac{4\pi i}{q}(-iqP_3)=-4\pi P_3 . \label{eq:EL3}
\end{equation}
The potential carries $1/q^2$ and its gradient adds a factor $q$. The remaining $1/q$ cancels the factor $q$ from the charge. For the sheet, one power of $q$ survives.

\subsection{The same result from energy}

The field of the sheet reaches a height of about $1/q$ into the vacuum. Outside the sheet, $|E_x|$ and $|E_z|$ both equal $2\pi qP\,e^{-q|z|}$. Averaging over a wavelength gives a factor $1/2$ for each component, so the field energy per unit area is
\begin{equation}
\frac{1}{8\pi}\int_{-\infty}^{\infty}(2\pi qP)^2e^{-2q|z|}\,dz
=\frac{(2\pi qP)^2}{8\pi}\,\frac1q=\frac{\pi}{2}\,qP^2 .
\end{equation}
The energy density falls as $q^2$ while the occupied height grows as $1/q$. For given $P$ the product falls as $q$, and with it the extra stiffness of the LO mode. In the crystal the energy density does not depend on $q$.

\section{Electronic screening and the two laws}

Insert (\ref{eq:EL2}) into (\ref{eq:pol}):
\begin{equation}
P(1+2\pi\alpha q)=\frac{Ze}{A}u,\qquad
E_L=-\frac{2\pi qZe}{A(1+r_0q)}\,u,\qquad r_0=2\pi\alpha .
\end{equation}
With $\ddot u=-\omega^2u$, equation (\ref{eq:motion}) gives
\begin{equation}
\omega_L^2-\omega_T^2=\frac{Sq}{1+r_0q},\qquad S=\frac{2\pi Z^2e^2}{\mu A}. \label{eq:law2}
\end{equation}
Dividing by $\omega_L+\omega_T$ and expanding to second order in $q$,
\begin{equation}
\omega_L-\omega_T=\frac{Sq}{2\omega_T}\left[1-r_0q-\frac{Sq}{4\omega_T^2}+\dots\right]. \label{eq:expand}
\end{equation}
The last term comes from the square root. Within this model the splitting is linear when $q$ is small compared with both $1/r_0$ and $4\omega_T^2/S$.

For the crystal, write $P_3=Zeu/\Omega+\chi E$, with cell volume $\Omega$ and $\varepsilon_\infty=1+4\pi\chi$. Equation (\ref{eq:EL3}) gives $P_3\varepsilon_\infty=Zeu/\Omega$, and therefore
\begin{equation}
\omega_L^2-\omega_T^2=\frac{4\pi Z^2e^2}{\varepsilon_\infty\mu\Omega}. \label{eq:law3}
\end{equation}
Screening also differs in kind. In the crystal it divides the splitting by $\varepsilon_\infty$ at every small $q$. In the sheet it disappears as $q\to0$, because most of the field then lies in vacuum. The initial slope of $\omega_L^2-\omega_T^2$ does not contain $\alpha$ explicitly; the electrons enter it only through $Z$.

\section{The local field}

An ion feels the field of discrete neighbours, which is much stronger than $E$ at small $q$. To see why this does not spoil the result, place one dipole $p$ in each cell of a triangular lattice with constant $a$. For a wave along $x$, the field on a dipole is $T(q)p$. With $\theta$ the angle between $\mathbf R$ and $x$,
\begin{equation}
T_L=\sum_{\mathbf R\ne0}\frac{3\cos^2\theta-1}{R^3}\cos(qR\cos\theta),
\end{equation}
and $T_T$ has $3\sin^2\theta-1$ instead. At $q=0$ both equal the same number $T_0$ by symmetry. Direct summation gives $T_0=5.517/a^3$.

The change with $q$ contains $1-\cos(qR\cos\theta)$. Close to the origin this is of order $q^2R^2$, so near neighbours contribute at order $q^2$. The linear term comes from far away, where the sum may be replaced by an integral with density $1/A$. Using $\int_0^\infty(1-\cos cR)R^{-2}dR=\pi|c|/2$,
\begin{align}
T_L-T_0&\simeq-\frac1A\int_0^{2\pi}\!d\theta\,(3\cos^2\theta-1)\,\frac{\pi q|\cos\theta|}{2}\nonumber\\
&=-\frac{\pi q}{2A}\,(8-4)=-\frac{2\pi q}{A},
\end{align}
because $\int|\cos\theta|^3d\theta=8/3$ and $\int|\cos\theta|\,d\theta=4$. For the transverse sum the weight is $2-3\cos^2\theta$, which gives $8-8=0$. The linear term is thus the macroscopic field (\ref{eq:EL2}), with $P=p/A$.

The power of $q$ can be read from the measure. A dipole field $R^{-3}$ times the area element $R\,dR$ leaves $dR/R^2$, and the substitution $x=qR$ brings out one factor $q$. In three dimensions $R^{-3}R^2dR=dR/R$ has no scale, and no factor $q$ appears.

It remains to show that $T_0$ merely renormalizes the constants. Let the ions have bare charge $Q$ and spring $k$, and let each cell have electronic polarizability $\gamma$. The local field is $T_0p+E$, so
\begin{equation}
p=Qu+\gamma(T_0p+E)\quad\Rightarrow\quad p=\frac{Qu+\gamma E}{1-\gamma T_0}.
\end{equation}
Comparison with (\ref{eq:pol}) gives $Ze=Q/(1-\gamma T_0)$ and $\alpha=\gamma/[A(1-\gamma T_0)]$. The force on $u$ is
\begin{equation}
-ku+Q(T_0p+E)=-\left[k-\frac{Q^2T_0}{1-\gamma T_0}\right]u+\frac{Q}{1-\gamma T_0}E ,
\end{equation}
where the coefficient of $E$ was collected as $1+\gamma T_0/(1-\gamma T_0)=1/(1-\gamma T_0)$. This is (\ref{eq:motion}), with the bracket equal to $\mu\omega_T^2$ and the same $Ze$. The strong local field shifts both modes together.

\section{From the sheet back to a crystal}

Stack identical sheets at spacing $d$. A sheet at distance $|m-n|d$ acts with its field reduced by $e^{-qd|m-n|}$, so
\begin{equation}
E_m=-2\pi q\sum_nK_{mn}P_n,\qquad K_{mn}=e^{-qd|m-n|}.
\end{equation}
Polarization normal to the sheets is neglected. For an eigenvector of $K$ with eigenvalue $g$, every layer has $E=-2\pi qg\,P$. Hence $q$ becomes $gq$ in (\ref{eq:law2}). The largest $g$ belongs to the mode in which all layers move in phase.

While $qNd\ll1$, all elements of $K$ are close to one and $g\simeq N$. The splitting of $N$ layers therefore still starts linearly in $q$, with an initial slope $N$ times larger. For an endless stack,
\begin{equation}
g=1+2\sum_{n=1}^{\infty}e^{-nqd}=\coth\frac{qd}{2}\simeq\frac{2}{qd}.
\end{equation}
Each layer supplies a field of order $q$, but about $1/(qd)$ layers lie within reach. The product is finite:
\begin{equation}
E=-2\pi q\,\frac{2}{qd}\,P=-4\pi\frac Pd=-4\pi P_3 .
\end{equation}
The screening factor $1+r_0gq$ becomes $1+2r_0/d=1+4\pi\alpha/d$, which is the in-plane $\varepsilon_\infty$ of the stack. The order of limits decides the outcome. At fixed $N$ the splitting vanishes as $q\to0$; if $N\to\infty$ comes first, it stays finite.

\section{Numbers}

The sheet has $a=0.25$ nm, $Z=2.7$, $\hbar\omega_T=170$ meV and $r_0=0.7$ nm. Ion masses of $10.8$ and $14.0$ atomic mass units give a reduced mass of $6.097$ units, so $\hbar^2/\mu=6.856\times10^{-3}\ \mathrm{meV\,nm^2}$. The cell area is $\sqrt3a^2/2=0.05413\ \mathrm{nm^2}$. With $e^2=1440$ meV\,nm,
\begin{equation}
\hbar^2S=\frac{2\pi(2.7)^2(1440)(6.856\times10^{-3})}{0.05413}
\simeq8.35\times10^3\ \mathrm{meV^2\,nm}.
\end{equation}
The initial slope is $8.35\times10^3/(2\times170)=24.6$ meV\,nm. Divided by $\hbar$, it is the group velocity of the LO phonon at small $q$, $37$ km/s. In the crystal, the law (\ref{eq:law3}) gives no group velocity.

\begin{center}
\begin{tabular}{ccc}
$q$ (nm$^{-1}$) & law (\ref{eq:law2}) (meV) & linear law (meV)\\ \hline
0.01 & 0.244 & 0.246\\
0.03 & 0.721 & 0.737\\
0.10 & 2.28 & 2.46\\
0.30 & 5.99 & 7.37\\
1.00 & 13.9 & 24.6
\end{tabular}
\end{center}

The bracket in (\ref{eq:expand}) explains the departure from the linear law. The screening length is $r_0=0.7$ nm, while $S/(4\omega_T^2)=8.35\times10^3/(4\times170^2)=0.07$ nm. At small $q$, screening therefore bends the curve about ten times more strongly than the square root does. The last row has $qa=0.25$, where terms of order $q^2$ from the lattice are no longer negligible.

The cubic crystal has $a=0.36$ nm, $Z=1.9$, $\varepsilon_\infty=4.5$ and $\hbar\omega_T=130$ meV. Its cell volume is $a^3/4=0.01166\ \mathrm{nm^3}$, and (\ref{eq:law3}) gives $8.53\times10^3\ \mathrm{meV^2}$. Then $\hbar\omega_L=\sqrt{130^2+8530}=159.5$ meV, which is the $29.5$ meV splitting of the opening.

The stack joins the two cases. Take $d=0.33$ nm and hold $q=0.1\ \mathrm{nm^{-1}}$ fixed, with $g$ found by numerical diagonalization of $K$ for finite $N$:
\begin{center}
\begin{tabular}{ccc}
layers & gain $g$ & splitting (meV)\\ \hline
1 & 1.00 & 2.28\\
3 & 2.91 & 5.85\\
10 & 9.00 & 13.1\\
30 & 22.2 & 20.2\\
100 & 43.9 & 24.7\\
endless & 60.6 & 26.4
\end{tabular}
\end{center}
The splitting grows more slowly than $g$, mainly because the screening factor grows too, from $1.07$ for one layer to $5.24$ for the endless stack. One hundred layers are $33$ nm thick, about three times the reach $1/q=10$ nm, and in this model they come within $2$ meV of the endless stack. The neglected polarization normal to the sheets would lower the values for finite stacks somewhat: for a slab with a normal permittivity of $3$, the splittings for $30$ and $100$ layers fall by about $0.5$ meV.

\section{The surroundings}

\subsection{Substrate}

Let media of permittivity $\varepsilon_1$ and $\varepsilon_2$ fill the two half-spaces. The jump condition becomes $(\varepsilon_1+\varepsilon_2)q\phi_0=4\pi\sigma$. With $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$,
\begin{equation}
E_L=-\frac{2\pi q}{\bar\varepsilon}P,\qquad
\omega_L^2-\omega_T^2=\frac{Sq}{\bar\varepsilon+r_0q}.
\end{equation}
The law stays linear, but its slope falls by $\bar\varepsilon$. A substrate with $\varepsilon=4$ at the phonon frequency, and vacuum above, gives $\bar\varepsilon=2.5$. At $q=0.1\ \mathrm{nm^{-1}}$ the splitting drops from $2.28$ to $0.95$ meV.

\subsection{Metal gate}

A perfect conductor at distance $h$ in vacuum adds an image charge $-\sigma$ at distance $2h$. The field becomes
\begin{equation}
E_L=-2\pi qP\,(1-e^{-2qh})\simeq-4\pi hq^2P\qquad(qh\ll1).
\end{equation}
The gate confines most of the field energy to the gap of height $h$, and the splitting then vanishes as $q^2$. The linear law needs every conductor to be farther from the sheet than about $1/q$.

\subsection{Retardation}

Let $k=\omega/c$ and $\kappa=\sqrt{q^2-k^2}$, with $q>k$. The Hertz vector obeys $(\nabla^2+k^2)\boldsymbol\Pi=-4\pi\mathbf P\,\delta(z)$, and $\mathbf E=k^2\boldsymbol\Pi+\nabla(\nabla\cdot\boldsymbol\Pi)$. The jump in slope at the sheet gives $\Pi=2\pi P/\kappa$ at $z=0$, so
\begin{equation}
E_L=(k^2-q^2)\frac{2\pi P}{\kappa}=-2\pi\kappa P,\qquad
E_T=\frac{2\pi k^2}{\kappa}P .
\end{equation}
For equal $P$ the difference is $-2\pi(\kappa^2+k^2)P/\kappa=-2\pi q^2P/\kappa$. It exceeds the unretarded value by the fraction $q/\kappa-1\simeq k^2/(2q^2)$. Here $k=8.6\times10^{-4}\ \mathrm{nm^{-1}}$, and at $q=0.1\ \mathrm{nm^{-1}}$ the fraction is $4\times10^{-5}$. As $q$ approaches $k$ the linear law fails: $E_L$ vanishes and $E_T$ grows. The linear law would give a splitting of $0.02$ meV there.

The bulk result has the same proviso. In the crystal $\Pi=4\pi P_3/(q^2-k^2)$, so $E_L=-4\pi P_3$ is unchanged while $E_T=4\pi k^2P_3/(q^2-k^2)$. This is negligible when $q$ is far outside the light cone. In the cubic example it lowers the transverse mode by $0.65$ meV at $q=0.01\ \mathrm{nm^{-1}}$, but by only $0.07$ meV at $q=0.03\ \mathrm{nm^{-1}}$. As $q\to0$, $E_T$ tends to $-4\pi P_3$ and the two polarizations become equivalent. In both systems ``small $q$'' means small on the lattice scale but large compared with $\omega/c$.

\section{The remaining corrections, weighed}

All of the following refer to $q=0.1\ \mathrm{nm^{-1}}$, where the splitting in vacuum is $2.28$ meV.

\begin{itemize}
\item \emph{Thickness.} Charge spread evenly over a thickness $t$ has its field reduced by the average of $e^{-q|z-z'|}$, which is about $1-qt/3$. For $t=0.33$ nm the loss is $1.1\%$.
\item \emph{Discrete lattice.} Direct summation of $T_L-T_T$ for one point dipole per cell gives a field weaker than $-2\pi qP$ by about $0.55\%$. The figure depends on where the dipole sits: shared between the two ion sites of the honeycomb, as in the optical mode, it gives about $0.4\%$.
\item \emph{Short-range dispersion.} A steep branch $\omega_T\cos(qa/2)$ would shift by $\omega_T(qa)^2/8$, or $0.013$ meV. This sets a scale, not a prediction.
\item \emph{Linewidth.} For an assumed full width at half maximum of $1$ meV, the linear splitting equals the width at $q=0.04\ \mathrm{nm^{-1}}$. Below that wavevector the splitting is smaller than the width, and two equal Lorentzian lines merge into a single peak below about $q=0.024\ \mathrm{nm^{-1}}$.
\end{itemize}

The first three corrections to the splitting are of order $q^2$, so they change the curvature and leave the initial slope alone. The substrate of the previous section changes the slope itself, and at this wavevector it alters the splitting far more than these three do.

\section{Beside the real materials}

The parameters are rough, typical values. Real monolayer BN has its TO phonon near $170$ meV, and cubic BN has TO and LO phonons near $130$ and $160$ meV, so the model crystal is close to the real one. The splitting of a cubic III--V crystal varies widely with its ions: in GaAs it is only a few meV. It is finite there for the same reason. The assumption of vacuum on both sides fails for a supported sheet. A dielectric with $\varepsilon=4$ on one side lowers the example's splitting at $q=0.1\ \mathrm{nm^{-1}}$ by a factor of $2.4$. If the dielectric has polar phonons of its own near $170$ meV, its permittivity depends on frequency, the modes mix, and a constant $\bar\varepsilon$ no longer suffices. Free carriers in the sheet would add their own screening, which the model leaves out.

All numerical values are calculated from the stated model.
